# The Drude Weight of a Band and Its Free-Carrier Index Change: test program

```python
"""
Result under test: the Drude weight is
  D_ab = pi * 2 * sum_n integral d^3k/(2 pi)^3 f_n(k) d2E_n/dk_a dk_b
(atomic units, spin factor 2), and it is zero for a completely filled band.
f: occupation, E: band energy, A: uniform vector potential, v = dE/dk.
Part 1 propagates electrons of a 1D crystal in time while A is switched on.
Part 2 uses silicon in the local empirical pseudopotential method.
Wavevectors called k in part 2 are in units of 2 pi / lattice constant.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
KB = const.k / const.e / HARTREE

# ---------- Part 1: real-time response of a one-dimensional crystal ----------
cell = 10.0
coupling = 0.04
waves = 2 * np.pi / cell * np.arange(-4, 5)
nk = 48
k_line = ((np.arange(nk) + 0.5) / nk - 0.5) * 2 * np.pi / cell
lattice = coupling * (np.eye(9, k=1) + np.eye(9, k=-1))


def chain_hamiltonian(A):
    kinetic = 0.5 * (k_line[:, None] + A + waves) ** 2
    return lattice + kinetic[:, :, None] * np.eye(9)


levels, vectors = np.linalg.eigh(chain_hamiltonian(0.0))
band = levels[:, 0]
psi = vectors[:, :, 0].astype(complex)
A_final, ramp_time, steps = 0.002, 600.0, 600
dt = ramp_time / steps
for step in range(steps):
    s = (step + 0.5) / steps
    A_now = A_final * s**3 * (10 - 15 * s + 6 * s**2)
    e, c = np.linalg.eigh(chain_hamiltonian(A_now))
    amp = np.einsum("kgn,kg->kn", c, psi) * np.exp(-1j * e * dt)
    psi = np.einsum("kgn,kn->kg", c, amp)
velocity_end = np.sum(abs(psi)**2 * (k_line[:, None] + A_final + waves), axis=1)

d = 1e-3
up = np.linalg.eigvalsh(chain_hamiltonian(d))[:, 0]
down = np.linalg.eigvalsh(chain_hamiltonian(-d))[:, 0]
curvature = (up - 2 * band + down) / d**2
slope = (up - down) / (2 * d)
kT_chain = 0.01
f_chain = expit(-(band - 0.5 * (band.min() + band.max())) / kT_chain)
chain_time = np.mean(f_chain * velocity_end) / A_final
chain_mass = np.mean(f_chain * curvature)
chain_surface = np.mean(f_chain * (1 - f_chain) / kT_chain * slope**2)
chain_holes = -np.mean((1 - f_chain) * curvature)
chain_full = np.mean(velocity_end) / A_final

print(f"1D cell length: {cell * BOHR * 1e10:.4f} angstrom")
print(f"1D potential coupling: {coupling * HARTREE:.4f} eV")
print(f"1D kT: {kT_chain * HARTREE:.4f} eV")
print(f"1D band width: {np.ptp(band) * HARTREE:.4f} eV")
print(f"1D mean occupation: {f_chain.mean():.4f}")
print(f"1D response from time propagation: {chain_time:.5f} 1/m_e")
print(f"1D occupation-weighted inverse mass: {chain_mass:.5f} 1/m_e")
print(f"1D Fermi-surface form: {chain_surface:.5f} 1/m_e")
print(f"1D hole form: {chain_holes:.5f} 1/m_e")
print(f"1D filled band, time propagation: {chain_full:.1e} 1/m_e")
print(f"1D inverse mass range: {curvature.min():.3f} to "
      f"{curvature.max():.3f} 1/m_e")
# A is finite, so corrections of relative order A^2 remain.
assert abs(chain_time - chain_mass) < 3e-3 * abs(chain_mass)
assert abs(chain_surface - chain_mass) < 1e-3 * abs(chain_mass)
assert abs(chain_holes - chain_time) < 3e-3 * abs(chain_mass)
assert abs(chain_full) < 1e-3

# ---------- Part 2: silicon, empirical pseudopotential ----------
a_angstrom = 5.43
B = 2 * np.pi / (a_angstrom * 1e-10 / BOHR)
FORM = {3: -0.21 / 2, 8: 0.04 / 2, 11: 0.08 / 2}    # hartree
r = np.arange(-8, 9)
ALL_G = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
parity = ALL_G % 2
ALL_G = ALL_G[(parity[:, 0] == parity[:, 1]) & (parity[:, 1] == parity[:, 2])]


def make_basis(center, cutoff):
    kinetic = 0.5 * B**2 * np.sum((ALL_G + center) ** 2, axis=1)
    G = ALL_G[kinetic < cutoff]
    diff = G[:, None, :] - G[None, :, :]
    square = np.sum(diff**2, axis=2)
    V = np.zeros(square.shape)
    for g2, strength in FORM.items():
        V[square == g2] = strength
    return G, V * np.cos(np.pi / 4 * diff.sum(axis=2))


def solve(k, basis):
    G, V = basis
    q = B * (G + np.asarray(k))
    e, c = np.linalg.eigh(V + np.diag(0.5 * np.sum(q**2, axis=1)))
    return e, c, q


def momentum_data(k, basis, n=4):
    """Energy, velocity, gaps to other bands and momentum elements."""
    e, c, q = solve(k, basis)
    p = c.T @ (q * c[:, n:n + 1])
    others = np.arange(len(e)) != n
    return e[n], p[n], (e - e[n])[others], p[others]


def inverse_mass(gap, p):
    return np.eye(3) - 2 * (p.T / gap) @ p


X_POINT = np.array([0.0, 0.0, 1.0])
CUT = 4.5


def band_edge(cutoff):
    basis = make_basis(X_POINT, cutoff)
    found = minimize_scalar(lambda z: solve([0, 0, z], basis)[0][4],
                            bounds=(0.6, 0.99), method="bounded",
                            options={"xatol": 1e-7})
    energy, _, gap, p = momentum_data([0, 0, found.x], basis)
    M = inverse_mass(gap, p)
    return found.x, energy, 1 / M[2, 2], 1 / M[0, 0], gap[4]


basis_x = make_basis(X_POINT, CUT)
z_min, E_min, m_long, m_trans, next_gap = band_edge(CUT)
_, _, m_long_big, m_trans_big, _ = band_edge(8.0)
E_top = solve([0, 0, 0], make_basis(np.zeros(3), CUT))[0][3]
E_x = solve(X_POINT, basis_x)[0][4]

# Full tensor at a general point against second differences of the energy.
k_test = np.array([0.05, 0.03, 0.80])
_, _, gap_test, p_test = momentum_data(k_test, basis_x)
tensor = inverse_mass(gap_test, p_test)
hess = np.zeros((3, 3))
dk = 0.002
unit = np.eye(3) * dk / B
for i in range(3):
    for j in range(3):
        for si in (1, -1):
            for sj in (1, -1):
                point = k_test + si * unit[i] + sj * unit[j]
                hess[i, j] += si * sj * solve(point, basis_x)[0][4] / (4 * dk**2)
tensor_error = np.max(abs(tensor - hess))
assert tensor_error < 5e-3 * np.max(abs(tensor))


def filled_valence(cutoff, mesh):
    """Zone mean, minimum and maximum of the summed valence inverse mass."""
    recip = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
    u = (np.arange(mesh) + 0.5) / mesh - 0.5
    values = []
    for x in u[u > 0]:        # time reversal supplies the other half
        for y in u:
            for z in u:
                k = np.array([x, y, z]) @ recip
                e, c, q = solve(k, make_basis(k, cutoff))
                gaps = e[None, 4:] - e[:4, None]
                total = 0.0
                for axis in range(3):
                    p = c[:, :4].T @ (q[:, axis:axis + 1] * c[:, 4:])
                    total += np.sum(p**2 / gaps)
                values.append(4 - 2 * total / 3)
    return np.mean(values), min(values), max(values)


full_coarse = filled_valence(CUT, 4)[0]
full_bigcut = filled_valence(7.0, 4)[0]
full_fine, full_low, full_high = filled_valence(CUT, 10)
# Finite mesh and plane-wave cutoff leave a small remainder out of 4.
assert abs(full_fine) < 0.08
assert full_high - full_low > 10 * abs(full_fine)

wavelength = 1550e-9
omega_si = 2 * np.pi * const.c / wavelength
omega = const.hbar * omega_si / const.e / HARTREE
temperature = 300.0
kT = KB * temperature
density_cm3 = 1e18
density = density_cm3 * 1e6 * BOHR**3
ETAS = (0.05 / HARTREE, 0.10 / HARTREE)


def valley_mesh(nz, nt, spacing):
    """Columns: weight, energy, inverse mass, v^2, optical data (all /3)."""
    h = spacing * np.sqrt(m_trans * kT) / B
    zs = 0.5 + 0.5 * (np.arange(nz) + 0.5) / nz
    ts = (np.arange(nt) + 0.5) * h
    volume = h**2 * 0.5 / nz * B**3 / (2 * np.pi) ** 3
    rows = []
    for z in zs:
        for i in range(nt):
            for j in range(i, nt):
                energy, v, gap, p = momentum_data([ts[i], ts[j], z], basis_x)
                p2 = np.sum(p**2, axis=1)
                # 2 spins, 6 valleys, 4 quadrants, and x-y exchange
                weight = 48 * volume * (1 if i == j else 2)
                static = p2 / gap
                row = [weight, energy - E_min, 1 - 2 * static.sum() / 3, v @ v / 3]
                for eta in ETAS:
                    moving = p2 * np.real(gap / (gap**2 - (omega + 1j * eta)**2))
                    row.append(1 - 2 * moving.sum() / 3)
                    if eta == ETAS[0]:
                        # entry 4 is the next conduction band
                        next_part = -2 * (moving[4] - static[4]) / 3
                rows.append(row + [next_part])
    return np.array(rows).T


def thermal(mesh, T):
    w, E, inv, v2, opt1, opt2, next_part = mesh
    t = KB * T
    mu = brentq(lambda m: np.sum(w * expit((m - E) / t)) - density, -0.1, 0.1)
    f = expit((mu - E) / t)
    mean = [np.sum(w * f * y) / density for y in (inv, opt1, opt2, next_part, v2)]
    surface = np.sum(w * f * (1 - f) / t * v2) / density
    return mean, surface, mu


mesh_fine = valley_mesh(20, 7, 1.0)
mesh_coarse = valley_mesh(14, 5, 1.3)
(inv_mean, opt_mean, opt_wide, next_shift, v2_mean), inv_surface, mu = \
    thermal(mesh_fine, temperature)
inv_coarse = thermal(mesh_coarse, temperature)[0][0]
inv_hot = thermal(mesh_fine, 400.0)[0][0]
inv_edge = (2 / m_trans + 1 / m_long) / 3
# The band contact near X is sampled by a finite mesh with small occupation.
assert abs(inv_mean - inv_surface) < 0.02 * inv_mean
assert abs(inv_mean - inv_coarse) < 0.02 * inv_mean

drude = np.pi * const.e**2 * density_cm3 * 1e6 * inv_mean / const.m_e / 100
plasma = np.sqrt(4 * np.pi * density * inv_mean)
index = 3.5
delta_n = -4 * np.pi * density * inv_mean / omega**2 / (2 * index)
delta_n_opt = delta_n * opt_mean / inv_mean
mobility = 250.0
tau = mobility * 1e-4 * const.m_e / inv_mean / const.e
intensity = 0.010 / 0.1e-12
field = np.sqrt(2 * intensity / (index * const.c * const.epsilon_0))
k_swing = const.e * field / (const.hbar * omega_si)
k_thermal = np.sqrt(m_trans * kT) / BOHR
speed = np.sqrt(v2_mean) * const.alpha * const.c

print(f"Si lattice constant: {a_angstrom:.2f} angstrom")
print("Si form factors (G^2 = 3, 8, 11): "
      + ", ".join(f"{x * HARTREE:.3f}" for x in FORM.values()) + " eV")
print(f"Plane-wave cutoff: {CUT * HARTREE:.1f} eV; waves: {len(basis_x[0])}")
print(f"Model indirect gap: {(E_min - E_top) * HARTREE:.3f} eV")
print(f"Valley position, fraction of Gamma-X: {z_min:.4f}")
print(f"X point above valley minimum: {(E_x - E_min) * HARTREE:.4f} eV")
print(f"Next conduction band above minimum: {next_gap * HARTREE:.3f} eV")
print(f"Longitudinal, transverse mass: {m_long:.4f}, {m_trans:.4f} m_e")
print(f"Mass shifts, cutoff raised to {8 * HARTREE:.1f} eV: "
      f"{m_long_big - m_long:.1e}, {m_trans_big - m_trans:.1e} m_e")
print(f"Largest tensor error against differences: {tensor_error:.1e} 1/m_e")
print(f"Filled valence sum, 10^3 mesh: {full_fine:.5f} 1/m_e (bare term 4)")
print(f"Filled valence sum, 4^3 mesh: {full_coarse:.5f} 1/m_e")
print(f"Same 4^3 mesh, cutoff {7 * HARTREE:.1f} eV: {full_bigcut:.5f} 1/m_e")
print(f"Valence sum range over k: {full_low:.3f} to {full_high:.3f} 1/m_e")
print(f"Electron density: {density_cm3:.1e} cm^-3")
print(f"Temperature: {temperature:.0f} K; kT: {kT * HARTREE:.5f} eV")
print(f"Chemical potential from band edge: {mu * HARTREE:.4f} eV")
print(f"Occupation at band edge: {expit(mu / kT):.4f}")
print(f"Inverse mass at band edge, direction mean: {inv_edge:.4f} 1/m_e")
print(f"Thermal mean inverse mass: {inv_mean:.4f} 1/m_e")
print(f"Same from Fermi-surface form: {inv_surface:.4f} 1/m_e")
print(f"Shift from coarse to fine valley mesh: {inv_mean - inv_coarse:.4f} 1/m_e")
print(f"Drude weight: {drude:.4e} 1/(ohm cm s)")
print(f"Unscreened plasma energy: {plasma * HARTREE:.5f} eV")
print(f"Wavelength: {wavelength * 1e9:.0f} nm; photon: {omega * HARTREE:.4f} eV")
print(f"Background index (rough input): {index:.1f}")
print(f"Index change from static Drude weight: {delta_n:.4e}")
print(f"Optical inverse mass, broadening 0.05 eV: {opt_mean:.4f} 1/m_e")
print(f"Optical inverse mass, broadening 0.10 eV: {opt_wide:.4f} 1/m_e")
print(f"Part of optical shift from next band: {next_shift:.4f} 1/m_e")
print(f"Index change with finite-frequency response: {delta_n_opt:.4e}")
print(f"Thermal mean inverse mass at 400 K: {inv_hot:.4f} 1/m_e")
print(f"Mobility (rough input): {mobility:.0f} cm2/Vs; time: {tau * 1e15:.1f} fs")
print(f"Scattering correction 1/(omega tau)^2: {1 / (omega_si * tau)**2:.1e}")
print(f"Guided intensity (rough input): {intensity * 1e-4:.1e} W/cm2")
print(f"Optical field: {field * 1e-8:.4f} MV/cm")
print(f"Field-driven k swing / thermal k width: {k_swing / k_thermal:.4f}")
print(f"Optical wavevector * thermal speed / omega: {index * speed / const.c:.1e}")
print("verified")
```

It prints:

```
1D cell length: 5.2918 angstrom
1D potential coupling: 1.0885 eV
1D kT: 0.2721 eV
1D band width: 0.5669 eV
1D mean occupation: 0.5229
1D response from time propagation: 0.12853 1/m_e
1D occupation-weighted inverse mass: 0.12852 1/m_e
1D Fermi-surface form: 0.12852 1/m_e
1D hole form: 0.12852 1/m_e
1D filled band, time propagation: 6.0e-05 1/m_e
1D inverse mass range: -1.595 to 0.744 1/m_e
Si lattice constant: 5.43 angstrom
Si form factors (G^2 = 3, 8, 11): -2.857, 0.544, 1.088 eV
Plane-wave cutoff: 122.5 eV; waves: 116
Model indirect gap: 0.815 eV
Valley position, fraction of Gamma-X: 0.8538
X point above valley minimum: 0.1284 eV
Next conduction band above minimum: 0.526 eV
Longitudinal, transverse mass: 0.8725, 0.1843 m_e
Mass shifts, cutoff raised to 217.7 eV: 7.8e-04, 1.0e-04 m_e
Largest tensor error against differences: 1.3e-03 1/m_e
Filled valence sum, 10^3 mesh: 0.01050 1/m_e (bare term 4)
Filled valence sum, 4^3 mesh: -0.05234 1/m_e
Same 4^3 mesh, cutoff 190.5 eV: -0.06253 1/m_e
Valence sum range over k: -9.927 to 2.614 1/m_e
Electron density: 1.0e+18 cm^-3
Temperature: 300 K; kT: 0.02585 eV
Chemical potential from band edge: -0.0853 eV
Occupation at band edge: 0.0356
Inverse mass at band edge, direction mean: 4.0002 1/m_e
Thermal mean inverse mass: 3.6412 1/m_e
Same from Fermi-surface form: 3.6390 1/m_e
Shift from coarse to fine valley mesh: -0.0004 1/m_e
Drude weight: 3.2235e+15 1/(ohm cm s)
Unscreened plasma energy: 0.07086 eV
Wavelength: 1550 nm; photon: 0.7999 eV
Background index (rough input): 3.5
Index change from static Drude weight: -1.1210e-03
Optical inverse mass, broadening 0.05 eV: 4.2005 1/m_e
Optical inverse mass, broadening 0.10 eV: 4.1574 1/m_e
Part of optical shift from next band: 0.4216 1/m_e
Index change with finite-frequency response: -1.2931e-03
Thermal mean inverse mass at 400 K: 3.5074 1/m_e
Mobility (rough input): 250 cm2/Vs; time: 39.0 fs
Scattering correction 1/(omega tau)^2: 4.4e-04
Guided intensity (rough input): 1.0e+07 W/cm2
Optical field: 0.0464 MV/cm
Field-driven k swing / thermal k width: 0.0232
Optical wavevector * thermal speed / omega: 1.5e-03
verified
```
